# Why the K–Q separation controls the predicted mobility of MoS2

## The result and its range

In monolayer MoS2 the Q conduction valleys can limit the mobility even when few electrons occupy them. An electron in K needs only enough energy to reach Q with the help of a phonon. When Q lies more than one phonon energy above K, the number of such electrons depends exponentially on the separation

$$
\Delta=E_Q-E_K ,
$$

measured in units of the thermal energy $\theta=k_BT$, which is 25.85 meV at 300 K. An error of a few tens of meV is small for a band calculation but not on this scale.

In the two-valley model below, with round parameters, the mobility at 300 K is 92, 201 and 244 cm$^2$/(V s) for $\Delta=50$, 100 and 150 meV. A prediction made at 100 meV thus falls by 54% if the separation is lowered by 50 meV, and rises by 22% if it is raised by 50 meV.

The sensitivity is conditional. It is large when $\Delta$ lies above $\hbar\omega$ by no more than a few $\theta$, where $\hbar\omega$ is the energy of the phonon connecting the valleys, and when K–Q scattering is not weak compared with the other scattering. With Q far above K, the same error hardly matters.

## The model and its scattering rates

There are $g_K=2$ valleys of mass $m_K$ and $g_Q=6$ valleys of mass $m_Q$, all parabolic and isotropic, with $\Delta\ge0$. The electrons are nondegenerate. Both spin states are present in every valley, and scattering conserves spin. Spin-orbit splitting, valley anisotropy, screening, polar coupling, explicit optical phonons within a valley, and scattering between two K valleys or between two Q valleys are left out. The parameters are chosen to show the mechanism, so the mobilities are not material predictions. In real MoS2 the spin-orbit splitting at Q is several tens of meV, as large as the errors discussed here, so an electron of given spin sees three Q valleys at $\Delta$ and three higher ones, and $\Delta$ must be taken to the lower branch. Raising three of the six valleys by 70 meV in this model turns the mobilities 92, 201 and 244 into 122, 216 and 247 cm$^2$/(V s): the sensitivity is weaker but remains.

For one spin, the number of states per unit energy in a valley of area $A$ is $Am/(2\pi\hbar^2)$. It does not depend on energy, which makes the rates below piecewise constant.

Consider first acoustic phonons within a valley, with sound speed $v_s$, sheet mass density $\rho$ and effective coupling $D_{ac}$. The squared matrix element is

$$
|M|^2=\frac{\hbar D_{ac}^2q^2}{2\rho A\omega_q}
\times\begin{cases}N_q&\text{absorption}\\N_q+1&\text{emission}\end{cases},
\qquad \omega_q=v_sq .
$$

When $\hbar\omega_q\ll\theta$, the two processes together contribute $2N_q+1\simeq2\theta/(\hbar v_sq)$. The powers of $q$ cancel, leaving $D_{ac}^2\theta/(\rho v_s^2A)$. If the phonon energy is also neglected in energy conservation, Fermi's golden rule gives

$$
\Gamma=\frac{2\pi}{\hbar}\,
\frac{D_{ac}^2\theta}{\rho v_s^2A}\,
\frac{Am}{2\pi\hbar^2}
=\frac{mD_{ac}^2\theta}{\hbar^3\rho v_s^2}.
$$

A sum over final wavevectors that keeps the phonon energies and Bose occupations gives 0.994 times this rate for the momentum loss of a K electron with kinetic energy $\theta$. The quasi-elastic approximation is therefore adequate here.

For K–Q scattering, take one phonon energy $\hbar\omega$ and a constant deformation potential $D$, in energy per length. Now $|M|^2=\hbar D^2/(2\rho A\omega)$ times $N$ or $N+1$, with $N=1/(e^{\hbar\omega/\theta}-1)$. Apart from this occupation factor, the rate into one final valley of mass $m_f$ is

$$
c_f=\frac{2\pi}{\hbar}\,
\frac{\hbar D^2}{2\rho A\omega}\,
\frac{Am_f}{2\pi\hbar^2}
=\frac{m_fD^2}{2\hbar^2\rho\omega}.
$$

The final valley sets the mass and the number of destinations. A K electron sees six Q valleys of the larger mass, a Q electron two K valleys of the smaller mass.

## Thresholds turn an energy error into a lifetime error

Let $E$ be the kinetic energy of a K electron. After absorption its kinetic energy in Q would be $E+\hbar\omega-\Delta$; after emission it would be $E-\hbar\omega-\Delta$. Neither may be negative, so absorption opens at $E=\Delta-\hbar\omega$ and emission at $E=\Delta+\hbar\omega$. If $\Delta<\hbar\omega$, absorption is open to every K electron. The three possible lifetimes are

$$
\frac1{\tau_0}=\Gamma_K,\qquad
\frac1{\tau_1}=\Gamma_K+g_Qc_QN,\qquad
\frac1{\tau_2}=\frac1{\tau_1}+g_Qc_Q(N+1).
$$

A Q electron of kinetic energy $E$ can always reach K by absorption, since $E+\Delta+\hbar\omega>0$. Emission needs $E>\hbar\omega-\Delta$. Its lifetimes without and with emission are

$$
\frac1{s_1}=\Gamma_Q+g_Kc_KN,\qquad
\frac1{s_2}=\frac1{s_1}+g_Kc_K(N+1).
$$

These are total rates of leaving a state. To see why they also determine the current, apply a field $\mathcal E$ along $x$ to electrons of charge $-e$, and write $f=f_0+f_1$. The steady linearized Boltzmann equation is

$$
-e\mathcal E v_x\frac{\partial f_0}{\partial E}
=\frac{e\mathcal E v_xf_0}{\theta}
=-\frac{f_1}{\tau}+\text{in-scattering}.
$$

The first equality uses $\partial f_0/\partial E=-f_0/\theta$. The field drives an $f_1$ that is odd in the wavevector measured from the valley minimum. In this model the transition rates do not depend on direction, so contributions to in-scattering from opposite wavevectors cancel. Hence

$$
f_1=-\frac{e\mathcal E\tau v_xf_0}{\theta}.
$$

The mean velocity is $-\mu\mathcal E$, and the angular average of $v_x^2$ is $v^2/2=E/m$. In one valley this gives

$$
\mu=\frac{e}{\theta}\langle\tau v_x^2\rangle
=\frac{e}{m\theta}\langle E\tau\rangle
=\frac em\int_0^\infty x\,\tau(x\theta)e^{-x}\,dx .
$$

The last step uses the constant density of states and $E=x\theta$. The factor $x$ is important: electrons with kinetic energy above $\theta$ carry more weight in the mobility than in the population, and when $\Delta>\hbar\omega+\theta$ only such electrons can reach Q.

The transport weight above reduced energy $x$ is, by integration by parts,

$$
G(x)=\int_x^\infty te^{-t}\,dt=(1+x)e^{-x},
\qquad G'(x)=-xe^{-x}.
$$

Define

$$
x_1=\max\!\left(0,\frac{\Delta-\hbar\omega}{\theta}\right),\quad
x_2=\frac{\Delta+\hbar\omega}{\theta},\quad
y=\max\!\left(0,\frac{\hbar\omega-\Delta}{\theta}\right).
$$

The weights of the three K intervals are $1-G(x_1)$, $G(x_1)-G(x_2)$ and $G(x_2)$. Multiplying each by its lifetime and collecting the terms in $G$ gives

$$
\mu_K=\frac e{m_K}\left[\tau_0-(\tau_0-\tau_1)G(x_1)
-(\tau_1-\tau_2)G(x_2)\right].
$$

The two Q intervals similarly give

$$
\mu_Q=\frac e{m_Q}\left[s_1-(s_1-s_2)G(y)\right].
$$

## Populations and the slope

The equilibrium ratio of Q to K electrons is $b=re^{-\Delta/\theta}$, where $r=g_Qm_Q/(g_Km_K)$ counts the available states. The Q fraction and the total mobility are

$$
p=\frac b{1+b},\qquad \mu=(1-p)\mu_K+p\mu_Q .
$$

Since $db/d\Delta=-b/\theta$,

$$
\frac{dp}{d\Delta}=\frac{1}{(1+b)^2}\frac{db}{d\Delta}
=-\frac{p(1-p)}\theta .
$$

Differentiating the mobility then separates two channels:

$$
\frac{d\mu}{d\Delta}=
\underbrace{(1-p)\mu_K'+p\mu_Q'}_{\text{scattering}}
+\underbrace{\frac{p(1-p)(\mu_K-\mu_Q)}\theta}_{\text{population}} .
$$

The derivatives of the valley mobilities follow from $G'$ and the chain rule:

$$
\mu_K'=\frac e{m_K\theta}
\left[(\tau_0-\tau_1)x_1e^{-x_1}
+(\tau_1-\tau_2)x_2e^{-x_2}\right],
$$

$$
\mu_Q'=-\frac e{m_Q\theta}(s_1-s_2)ye^{-y}.
$$

The minus sign in $\mu_Q'$ has a direct meaning. For $\Delta<\hbar\omega$, raising Q lowers the kinetic energy a Q electron needs to emit a phonon into K, so more Q electrons scatter. For $\Delta\ge\hbar\omega$ all of them can emit, and $\mu_Q$ stops changing.

The absorption term in $\mu_K'$ is proportional to $x_1e^{-x_1}$. Its derivative, $(1-x_1)e^{-x_1}$, vanishes at $x_1=1$, so this term is largest at

$$
\Delta=\hbar\omega+\theta .
$$

There, moving the threshold changes the lifetime of the electrons with the greatest weight in transport.

## How large the effect is

The example uses $T=300$ K, $m_K=0.5\,m_e$, $m_Q=0.7\,m_e$, $D_{ac}=6$ eV, $D=4\times10^8$ eV/cm, $\hbar\omega=30$ meV, $\rho=3\times10^{-6}$ kg/m$^2$ and $v_s=6000$ m/s. These give $r=4.20$ and $N=0.456$.

The acoustic rate in K is 13.76 ps$^{-1}$. Absorption into all Q valleys adds 23.58 ps$^{-1}$, and emission adds 75.25 ps$^{-1}$. Therefore

$$
\tau_0=\frac1{13.76}\ \text{ps}=72.7\ \text{fs},\qquad
\tau_1=\frac1{37.34}\ \text{ps}=26.8\ \text{fs},
$$

$$
\tau_2=\frac1{112.59}\ \text{ps}=8.9\ \text{fs}.
$$

With Q infinitely high, the mobility is $\mu_0=e\tau_0/m_K=255.6$ cm$^2$/(V s). At $\Delta=100$ meV, $G(x_1)=0.2473$ and $G(x_2)=0.0395$. The lifetime ratios are $\tau_1/\tau_0=0.369$ and $\tau_2/\tau_0=0.122$, so

$$
\frac{\mu_K}{\mu_0}=1-0.631(0.2473)-0.246(0.0395)=0.834 .
$$

This gives $\mu_K=213$ cm$^2$/(V s). The Q fraction is 8.07% and $\mu_Q=58.7$ cm$^2$/(V s), hence

$$
\mu=0.9193(213.2)+0.0807(58.7)
=200.7\ \text{cm}^2/(\text{V s}).
$$

About a quarter of the transport weight in K lies above the absorption threshold, although only 8% of the electrons occupy Q. The mobility is 21% below $\mu_0$, 2.7 times the Q fraction; at 200 meV the loss is 0.84% for a Q fraction of 0.18%. The Q population thus understates the loss several times over, and a population of a few percent is not evidence that Q is unimportant.

The same calculation at other separations gives:

| $\Delta$ (meV) | $\mu_K$ | $\mu$, cm$^2$/(V s) | Q fraction (%) |
|---:|---:|---:|---:|
| 50 | 112 | 92 | 37.8 |
| 100 | 213 | 201 | 8.1 |
| 150 | 246 | 244 | 1.3 |
| 200 | 254 | 253 | 0.2 |

A numerical solution of the Boltzmann equation with an explicit collision matrix, including in-scattering, agrees with the closed formula to within 0.5% at five separations from 0 to 150 meV. This tests the solution of the model, not its suitability for a real sample.

### Which channel does the damage?

Lower $\Delta$ from 100 to 50 meV, but change one ingredient at a time. With the populations held fixed, the new scattering alone lowers the mobility from 200.7 to 107.6 cm$^2$/(V s). With the valley mobilities held fixed, the new populations alone lower it to 154.8 cm$^2$/(V s). Scattering is the larger cause in this example. The order depends on the coupling: with $D=1\times10^8$ eV/cm the scattering loss is 20 and the population loss 37 cm$^2$/(V s).

The two losses, 93.1 and 45.9, add to 139.0 cm$^2$/(V s), while the actual loss is 108.9. They overlap because the cost of moving an electron to Q depends on how mobile it was in K. The Q fraction rises by 0.297. Before the scattering changes, $\mu_K-\mu_Q=154.5$ cm$^2$/(V s), and the transfer costs $0.297\times154.5=45.9$. Afterwards the difference is only 53.2, and the same transfer costs 15.8.

### Why symmetric error bars fail

At 100 meV the slope of $\ln\mu$ is 0.774% per meV, of which scattering supplies 0.553 and population 0.221. A 10 meV error thus changes the mobility by about 8% to first order. At 50 meV the slope is 2.27% per meV, and the same error matters about three times as much.

For an error of 50 meV a linear estimate is inadequate. Starting from 100 meV, it predicts 123 and 278 cm$^2$/(V s) at 50 and 150 meV, against 92 and 244 from the full formula. The upper estimate even exceeds $\mu_0$, the value with Q removed altogether.

On a scan from 0 to 250 meV in 1 meV steps, $\ln\mu$ is steepest at 51 meV. The absorption term by itself peaks at $\hbar\omega+\theta=55.9$ meV. The other ingredients pull in opposite directions. The factor $1-p$ in front of $\mu_K'$, emission and the population channel together move the maximum of $d\mu/d\Delta$ up to about 65 meV; division by $\mu$, which is smaller at low $\Delta$, brings the maximum of the logarithmic slope down to 51 meV.

## Limiting cases

### Q far above K

The relative loss of mobility caused by Q can be written without approximation in this model as

$$
1-\frac\mu{\mu_0}
=(1-p)\left(1-\frac{\mu_K}{\mu_0}\right)
+p\left(1-\frac{\mu_Q}{\mu_0}\right).
$$

For $\Delta\gg\theta$ and $\Delta>\hbar\omega$, replace $1-p$ by 1 and $p$ by $b$:

$$
1-\frac\mu{\mu_0}\simeq
\left(1-\frac{\tau_1}{\tau_0}\right)G(x_1)
+\frac{\tau_1-\tau_2}{\tau_0}G(x_2)
+re^{-\Delta/\theta}\left(1-\frac{\mu_Q}{\mu_0}\right).
$$

Every term contains $e^{-\Delta/\theta}$. For the first,

$$
G(x_1)=\left(1+\frac{\Delta-\hbar\omega}\theta\right)
e^{\hbar\omega/\theta}e^{-\Delta/\theta}.
$$

The phonon contributes the factor $e^{\hbar\omega/\theta}=(N+1)/N=3.19$, and the transport weighting contributes the bracket. Together they let scattering matter at separations where the Q population is already small.

Lowering $\Delta$ by 50 meV multiplies the bare exponential by 6.92. From 200 to 150 meV the mobility loss grows from 0.84% to 4.54%, a factor of 5.4; this falls short of 6.92 mainly because the brackets in $G(x_1)$ and $G(x_2)$ shrink as $\Delta$ falls. The multiplication is still strong, but it acts on a small quantity. Raising $\Delta$ from 200 to 300 meV changes the mobility by less than 1%.

### Weak and strong K–Q coupling

If $D=0$, only the populations respond to $\Delta$. The mobility ratio between 150 and 50 meV is then 1.22. For $D=1$, 2 and $4\times10^8$ eV/cm it is 1.36, 1.69 and 2.66. The sensitivity found with one coupling therefore cannot be carried over to another. When Q is low, an accurate separation does not make up for an uncertain coupling either: raising $D$ from 2 to $4\times10^8$ eV/cm lowers the mobility from 148 to 92 cm$^2$/(V s) at 50 meV, but only from 249 to 244 at 150 meV.

In the formal limit of very large $D$, the lifetimes $\tau_1,\tau_2,s_1$ and $s_2$ vanish. Only K electrons below the absorption threshold conduct, and for $\Delta>\hbar\omega$

$$
\mu\to\mu_0(1-p)[1-G(x_1)].
$$

At 50 meV this is $255.6\times0.622\times0.182=29$ cm$^2$/(V s); at 150 meV it is 239 cm$^2$/(V s). The ratio is about 8. Of this, the threshold factor $1-G(x_1)$ supplies 5.2 and the population factor $1-p$ supplies 1.6. The golden rule, however, loses its justification when scattering becomes that strong. Already in the example $\hbar/\tau_1$ is about 25 meV, comparable with $\theta$, and $\hbar/\tau_2$ is about 74 meV, so the sharp thresholds are an idealization there too.

### Nearly degenerate valleys

The mobility need not rise with $\Delta$ everywhere. It is 68 cm$^2$/(V s) at $\Delta=0$ and 63 at 20 meV. At $\Delta=0$, 81% of the electrons are in Q, where the mobility is 72 cm$^2$/(V s), against 52 in K. Near $\Delta=0$, raising Q therefore moves electrons into the less mobile valley; it also opens emission to more Q electrons. The slope formula gives about $-0.12$ and $-0.48$ cm$^2$/(V s) per meV for these two effects. The improvement within K contributes only $+0.17$, so the mobility first falls. This dip depends on leaving out scattering between Q valleys. If it is included with the same $D$ and $\hbar\omega$, $\mu_Q$ at $\Delta=0$ drops to 32 cm$^2$/(V s), below $\mu_K$, and the total rises from 36 at $\Delta=0$ to 41 at 20 meV. The dip should not be read as a property of MoS2.

## What to do in a mobility calculation

Report $\Delta$ with every predicted mobility, for the same structure and electronic-structure method used in the transport calculation. A mobility without its valley separation cannot be judged for this error.

Then shift the Q bands rigidly through the plausible range of $\Delta$, keeping the electron-phonon matrix elements fixed. At each shift, recompute both the energy-conserving transitions and the populations at the same carrier density. Changing the populations alone would miss the larger channel in the example above. The rigid shift isolates the energy error; a change of strain or functional may also alter masses, phonons and matrix elements, and needs a separate calculation.

Give the resulting mobility range as it stands, without forcing it to be symmetric. If the range of $\Delta$ reaches down to about $\hbar\omega+\theta$ and K–Q scattering is not weak, the separation deserves close attention, as do the K–Q coupling and the scattering within K. Which of them comes first depends on how uncertain each one is. If $\Delta-\hbar\omega$ stays above roughly $6\theta$, as at 200 meV here, effort is better spent on the scattering within K.

Agreement with a measured mobility does not by itself validate $\Delta$. In the model, $D=2\times10^8$ eV/cm at 100 meV gives 222 cm$^2$/(V s), and a stronger coupling with a larger separation can give the same value. The separation and the coupling should each be checked independently.

The formulas require a carrier density well below the effective density of states of the K valleys, $4m_K\theta/(2\pi\hbar^2)=1.1\times10^{13}$ cm$^{-2}$ here, a density that transistors reach. With Fermi statistics and Pauli blocking, but still without screening, the mobility at 100 meV is 199, 178 and 126 cm$^2$/(V s) at $10^{12}$, $10^{13}$ and $3\times10^{13}$ cm$^{-2}$, and at the highest density the loss at 200 meV is 4.4% rather than 0.84%. At such densities the formulas above, and the $6\theta$ guide, do not apply. With several K–Q phonons, each adds an emission threshold for K electrons at $\Delta+\hbar\omega$ and, if its energy is below $\Delta$, an absorption threshold at $\Delta-\hbar\omega$, so the lifetime has more steps. The numerical output below gives the remaining values.

## Computed results

```
temperature 300 K; kT 25.85 meV
masses K, Q: 0.50, 0.70 electron masses
valley numbers K, Q: 2, 6; state ratio r 4.20
sheet density 3.0e-06 kg/m^2; sound speed 6000 m/s
effective acoustic coupling 6.0 eV
K-Q coupling 4.0 x 1e8 eV/cm
K-Q phonon energy 30.0 meV; occupation N 0.4563
acoustic rates K, Q: 13.76, 19.27 1/ps
K to all Q: absorption 23.58, emission 75.25 1/ps
Q to all K: absorption 5.61, emission 17.92 1/ps
K lifetimes t0, t1, t2: 72.65, 26.78, 8.88 fs
Q lifetimes without, with emission: 40.19, 23.37 fs
acoustic sum / acoustic formula 0.9941
mobility with Q infinitely high 255.6 cm^2/(V s)
gap meV | muK, muQ, total cm^2/(V s) | pQ % | deficit %
  0 | 51.6, 72.4, 68.4 | 80.769 | 73.250
 50 | 111.9, 58.7, 91.8 | 37.778 | 64.089
100 | 213.2, 58.7, 200.7 | 8.068 | 21.462
150 | 246.3, 58.7, 244.0 | 1.253 | 4.539
200 | 253.8, 58.7, 253.4 | 0.183 | 0.840
250 | 255.3, 58.7, 255.2 | 0.027 | 0.147
300 | 255.5, 58.7, 255.5 | 0.004 | 0.025
Boltzmann matrix solution: gap meV, mobility cm^2/(V s)
  0, 68.4
 20, 63.4
 50, 91.9
100, 200.9
150, 244.2
gap 50 meV: x1 0.7736, x2 3.0945, G(x1) 0.8182, G(x2) 0.1855
gap 100 meV: x1 2.7077, x2 5.0286, G(x1) 0.2473, G(x2) 0.0395
gap 150 meV: x1 4.6418, x2 6.9627, G(x1) 0.0544, G(x2) 0.0075
gap meV: scattering, population, total slope of ln mu, % per meV
50: 1.742, 0.527, 2.268
100: 0.553, 0.221, 0.774
150: 0.120, 0.037, 0.156
steepest ln mu on 0-250 meV scan: gap 51 meV, 2.271 % per meV
absorption-term maximum hw + kT: 55.85 meV
gap 100 to 50 meV: mobility change -54.3 %
gap 100 to 150 meV: mobility change 21.5 %
mobility ratio, gap 150 over 50 meV: 2.658
linear estimate at 50, 150 meV: 123.1, 278.4 cm^2/(V s)
100 to 50 meV, scattering only: 107.6 cm^2/(V s)
100 to 50 meV, population only: 154.8 cm^2/(V s)
Boltzmann factor for 50 meV: 6.918
deficit at 200 meV: far limit 0.8412 %, full 0.8397 %
K-Q coupling 1e8 eV/cm: mobility at 50, 100, 150 meV; ratio 150/50
0: 208.3, 245.5, 254.0 cm^2/(V s); 1.220
1: 185.9, 237.1, 252.2 cm^2/(V s); 1.356
2: 147.6, 222.4, 248.9 cm^2/(V s); 1.685
4: 91.8, 200.7, 244.0 cm^2/(V s); 2.658
```
